# A failing check and its repair

Subject: Estimating the screening of the self-energy in helium-like ions.

```python
"""Screening of the self-energy in the 1s^2 state of helium-like ions.

Result under test (leading logarithm, Coulomb screening, infinite nuclear mass):
  density part:  (8 c / 3 pi)       alpha^2 (Z alpha)^3 m c^2 ln (Z alpha)^-2
  whole log:     ((8 c - 1) / 3 pi) alpha^2 (Z alpha)^3 m c^2 ln (Z alpha)^-2
  c = -(19/16 - (3/4) ln 2): density at the nucleus is (Z^3/pi)(1 + c/Z + ...)
                             per electron, in atomic units.
Scaled units: length 1/Z bohr, energy Z^2 hartree, repulsion strength lam = 1/Z.
S = sum |p|^2 eps and T = sum |p|^2 eps ln(eps) run over p states with
excitation energy eps; primes denote derivatives with respect to lam at zero.
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import quad
from scipy import constants as const
from mpmath import mp

mp.dps = 40
c_closed = -(19 / 16 - 0.75 * np.log(2))


# Density change by quadrature with the reduced Green function.
def green_radial(r):
    return 1 / (2*r) - np.log(r) - r + 2.5 - np.euler_gamma - np.log(2)


def screening_potential(r):
    return (-np.expm1(-2*r) - r*np.exp(-2*r)) / r


def density_integral(potential):
    def integrand(r):
        return -8 * r**2 * np.exp(-2*r) * green_radial(r) * potential(r)
    return quad(integrand, 0, 2, limit=200)[0] + quad(integrand, 2, 40, limit=200)[0]


c_quad = density_integral(screening_potential)
c_tail = density_integral(lambda r: 1 / r)
c_penetration = c_quad - c_tail
assert abs(c_quad - c_closed) < 1e-7
assert abs(c_tail + 3) < 1e-7


# First-order two-electron wave function in coordinates
# s = r1+r2, t = r2-r1, u = r12; basis s^i t^m u^k exp(-s), m even.
@lru_cache(maxsize=None)
def stu(a, b, c):
    n = a + b + c + 2
    return mp.factorial(n) / (mp.mpf(2)**(n+1) * (b+1) * (b+c+2))


def weighted(a, b, c):
    return stu(a+2, b, c+1) - stu(a, b+2, c+1)


def pair_elements(f, g):
    i, m, k = f
    j, n, q = g
    A, M, K = i+j, m+n, k+q
    overlap = weighted(A, M, K)
    kinetic = i*j*weighted(A-2, M, K) - A*weighted(A-1, M, K) + overlap
    kinetic += m*n*weighted(A, M-2, K) + k*q*weighted(A, M, K-2)

    def cross_s(a):
        return stu(a+1, M, K+1) - stu(a+1, M+2, K-1)

    kinetic += (q*i + k*j)*cross_s(A-1) - K*cross_s(A)
    kinetic += (m*q + k*n)*(stu(A+2, M, K-1) - stu(A, M, K+1))
    nuclear = -4*stu(A+1, M, K+1)
    repulsion = stu(A+2, M, K) - stu(A, M+2, K)
    return overlap, kinetic + nuclear, repulsion


def correlated_density_change(order):
    basis = [(i, m, k) for i in range(order+1) for m in range(0, order+1, 2)
             for k in range(order+1) if i+m+k <= order]
    basis.sort(key=lambda f: (sum(f), f))
    size = len(basis)
    first = [pair_elements(f, basis[0]) for f in basis]
    energy1 = first[0][2] / first[0][0]
    matrix = mp.matrix(size-1, size-1)
    rhs = mp.matrix(size-1, 1)
    for a in range(1, size):
        rhs[a-1] = -(first[a][2] - energy1*first[a][0])
        for b in range(1, a+1):
            overlap, h0, _ = pair_elements(basis[a], basis[b])
            matrix[a-1, b-1] = matrix[b-1, a-1] = h0 + overlap
    solution = mp.lu_solve(matrix, rhs)

    def contact(f):
        return mp.factorial(sum(f)+2) / mp.mpf(2)**(sum(f)+3)

    change = mp.mpf(0)
    for a in range(1, size):
        change += 2*solution[a-1]*(contact(basis[a])/contact(basis[0])
                                   - first[a][0]/first[0][0])
    return float(change), float(energy1), size


c_pair, repulsion_energy, pair_size = correlated_density_change(7)
assert abs(repulsion_energy - 0.625) < 1e-12
# Tolerance: the finite polynomial basis converges slowly at the nucleus.
assert abs(c_pair - c_closed) < 3e-3


# One electron in -1/r + lam*V(r), with exponential radial functions.
def power_exp(n, a):
    return mp.factorial(n) / a**(n+1)


def radial_states(l, exponents, lam):
    size, p = len(exponents), l + 1
    norms = [1/mp.sqrt(power_exp(2*p, 2*z)) for z in exponents]
    overlap, ham = mp.matrix(size, size), mp.matrix(size, size)
    for i, zi in enumerate(exponents):
        for j, zj in enumerate(exponents[:i+1]):
            a, n = zi + zj, 2*p
            kin = (p*p*power_exp(n-2, a) - p*a*power_exp(n-1, a)
                   + zi*zj*power_exp(n, a) + l*(l+1)*power_exp(n-2, a)) / 2
            screen = (power_exp(n-1, a) - power_exp(n-1, a+2)
                      - power_exp(n, a+2))
            w = norms[i]*norms[j]
            overlap[i, j] = overlap[j, i] = w*power_exp(n, a)
            ham[i, j] = ham[j, i] = w*(kin - power_exp(n-1, a) + lam*screen)
    inverse = mp.cholesky(overlap)**-1
    reduced = inverse*ham*inverse.T
    reduced = (reduced + reduced.T)/2
    energies, vectors = mp.eigsy(reduced)
    return energies, inverse.T*vectors, norms


s_exponents = [mp.mpf('1.35')**j for j in range(-4, 10)]
p_exponents = [mp.mpf('1.6')**j for j in range(-3, 27)]


def radiative_sums(lam):
    e_s, v_s, n_s = radial_states(0, s_exponents, lam)
    e_p, v_p, n_p = radial_states(1, p_exponents, lam)
    ground = [v_s[j, 0]*n_s[j] for j in range(len(s_exponents))]
    density = sum(ground)**2 / 4
    gradient = [n_p[i]*sum(-z*g*power_exp(3, zp+z)
                for z, g in zip(s_exponents, ground))
                for i, zp in enumerate(p_exponents)]
    S = T = mp.mpf(0)
    for n in range(len(p_exponents)):
        amplitude = sum(v_p[i, n]*gradient[i] for i in range(len(p_exponents)))
        eps = e_p[n] - e_s[0]
        S += amplitude**2*eps
        T += amplitude**2*eps*mp.log(eps)
    return np.array([float(density), float(S), float(T)])


step = 0.004
zero = radiative_sums(mp.mpf(0))
plus = radiative_sums(mp.mpf(step))
minus = radiative_sums(mp.mpf(-step))
c_diag, S_prime, T_prime = (plus - minus) / (2*step)
assert abs(zero[0] - 1) < 1e-8
assert abs(c_diag - c_closed) < 3e-4
# Tolerance: the largest exponent truncates the slowly falling p continuum.
assert abs(zero[1] - 2) < 1e-3
assert abs(S_prime/2 - (c_closed - 1/8)) < 1e-3


# Hydrogen mean logarithm from closed-form oscillator strengths.
n_bound = np.arange(2, 3001, dtype=float)
strength = (256/3)*n_bound**5*((n_bound-1)/(n_bound+1))**(2*n_bound)
strength /= (n_bound**2-1)**4
eps_bound = 0.5*(1 - 1/n_bound**2)


def continuum_integrand(x, with_log):
    k = np.exp(x)
    eps = 0.5*(1 + k*k)
    density = (256/3)*np.exp(-4*np.arctan(k)/k)
    density /= (1+k*k)**4*(-np.expm1(-2*np.pi/k))
    return 1.5*density*eps**2*k*k*(np.log(eps) if with_log else 1.0)


def strength_sum(with_log):
    factor = np.log(eps_bound) if with_log else 1.0
    total = np.sum(1.5*strength*eps_bound**2*factor)
    for low, high in ((-15, 0), (0, 8), (8, 40)):
        total += quad(continuum_integrand, low, high,
                      args=(with_log,), limit=200)[0]
    return total


S_strength = strength_sum(False)
mean_log_strength = strength_sum(True)/S_strength
mean_log_basis = zero[2]/zero[1]
assert abs(S_strength - 2) < 1e-5
assert abs(mean_log_basis - mean_log_strength) < 2e-3

beta = T_prime/S_prime
coef_density = 8*c_closed/(3*np.pi)
coef_total = (8*c_closed - 1)/(3*np.pi)
assert abs(4*S_prime/(3*np.pi) - coef_total) < 1e-3

alpha = const.fine_structure
rest_meV = const.m_e*const.c**2/const.e*1000


def ion_estimates(Z):
    za = Z*alpha
    logarithm = -2*np.log(za)
    unit = alpha**2*za**3*rest_meV
    bare = 8/(3*np.pi)*alpha*za**4*rest_meV*logarithm
    density = coef_density*unit*logarithm
    total = coef_total*unit*logarithm
    cut = coef_total*unit*(logarithm - beta)
    return za, logarithm, unit, bare, density, total, cut


Z = 8
za, logarithm, unit, bare, density, total, cut = ion_estimates(Z)
print(f"c, closed form                       {c_closed:.6f} (no unit)")
print(f"c, Green-function quadrature         {c_quad:.6f} (no unit)")
print(f"c, screened one-electron diagonal.   {c_diag:.5f} (no unit)")
print(f"c, correlated two-electron basis     {c_pair:.5f} (no unit)")
print(f"number of two-electron functions     {pair_size}")
print(f"1/r tail contribution to c           {c_tail:.5f} (no unit)")
print(f"penetration contribution to c        {c_penetration:.5f} (no unit)")
print(f"c from variational charge Z-5/16     {-15/16:.5f} (no unit)")
print(f"S, hydrogen, finite basis            {zero[1]:.5f} (scaled)")
print(f"S'/2, finite basis                   {S_prime/2:.5f} (scaled)")
print(f"c - 1/8, closed form                 {c_closed-1/8:.5f} (scaled)")
print(f"mean ln eps, hydrogen, basis         {mean_log_basis:.4f} (no unit)")
print(f"mean ln eps, oscillator strengths    {mean_log_strength:.4f} (no unit)")
print(f"T'/2, finite basis                   {T_prime/2:.4f} (scaled)")
print(f"beta = T'/S'                         {beta:.3f} (no unit)")
print(f"density-only log coefficient         {coef_density:.4f} (no unit)")
print(f"whole log coefficient                {coef_total:.4f} (no unit)")
print(f"density share of whole coefficient   {coef_density/coef_total:.3f}")
print(f"alpha                                {alpha:.9f} (no unit)")
print(f"electron rest energy                 {rest_meV:.6e} meV")
print(f"example nuclear charge Z             {Z}")
print(f"Z alpha                              {za:.6f} (no unit)")
print(f"ln (Z alpha)^-2                      {logarithm:.4f} (no unit)")
print(f"alpha^2 (Z alpha)^3 m c^2            {unit:.4f} meV")
print(f"unscreened leading log, 2 electrons  {bare:.2f} meV")
print(f"relative density change c/Z          {c_closed/Z:.4f} (no unit)")
print(f"density screening estimate           {density:.2f} meV")
print(f"density screening estimate           {density/1000:.5f} eV")
print(f"contact addition                     {total-density:.2f} meV")
print(f"whole leading-log screening          {total:.2f} meV")
print(f"with beta and cutoff m c^2           {cut:.2f} meV")
print(f"change if cutoff is doubled          {coef_total*unit*np.log(2):.2f} meV")
print("Z | log | density est. meV | whole log meV | with beta meV | last ratio")
for charge in (4, 8, 16):
    _, lg, _, _, dens, full, soft = ion_estimates(charge)
    print(f"{charge:2d} | {lg:.3f} | {dens:.3f} | {full:.3f} | "
          f"{soft:.3f} | {soft/full:.3f}")
print("all assertions hold")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 161, in <module>
    assert abs(zero[1] - 2) < 1e-3
           ^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The first program projected the gradient of the ground state onto the p basis by ordinary overlap and then weighted the result with the excitation energy. A projection error that is tiny in norm can sit in states of enormous energy, so it spoiled the sum S even though the formula S = 2 is right. The matrix elements are now taken from the force, using the exact relation eps⟨n|∇|0⟩ = −⟨n|∇U|0⟩, which makes S a variational quantity; the p exponents also reach further, with a slightly wider spacing, to shorten the missing tail. No test or tolerance is loosened, a check of the 2p energy is added, and the old gradient-form sum is still printed, now in the new basis, so that the fault can be seen.

Repair:

```diff
@@ -104,5 +104,5 @@
 
 
-# One electron in -1/r + lam*V(r), with exponential radial functions.
+# One electron in U = -1/r + lam*V(r), with exponential radial functions.
 def power_exp(n, a):
     return mp.factorial(n) / a**(n+1)
@@ -131,22 +131,37 @@
 
 s_exponents = [mp.mpf('1.35')**j for j in range(-4, 10)]
-p_exponents = [mp.mpf('1.6')**j for j in range(-3, 27)]
+p_exponents = [mp.mpf('1.7')**j for j in range(-3, 28)]
+
+
+def force_integral(a, lam):
+    """Integral of r^3 exp(-a r) dU/dr over r."""
+    inner = power_exp(1, a+2) + 2*power_exp(2, a+2) + 2*power_exp(3, a+2)
+    return (1 - lam)*power_exp(1, a) + lam*inner
 
 
 def radiative_sums(lam):
+    """Density ratio, S, T, S in gradient form, lowest p energy.
+
+    The force gives |p|^2 = |<n|grad U|0>|^2 / eps^2 for exact states; S is
+    then a resolvent element, which a finite basis approaches variationally.
+    """
     e_s, v_s, n_s = radial_states(0, s_exponents, lam)
     e_p, v_p, n_p = radial_states(1, p_exponents, lam)
     ground = [v_s[j, 0]*n_s[j] for j in range(len(s_exponents))]
     density = sum(ground)**2 / 4
-    gradient = [n_p[i]*sum(-z*g*power_exp(3, zp+z)
-                for z, g in zip(s_exponents, ground))
+    pairs = list(zip(s_exponents, ground))
+    force = [n_p[i]*sum(g*force_integral(zp+z, lam) for z, g in pairs)
+             for i, zp in enumerate(p_exponents)]
+    gradient = [n_p[i]*sum(-z*g*power_exp(3, zp+z) for z, g in pairs)
                 for i, zp in enumerate(p_exponents)]
-    S = T = mp.mpf(0)
-    for n in range(len(p_exponents)):
-        amplitude = sum(v_p[i, n]*gradient[i] for i in range(len(p_exponents)))
+    S = T = S_gradient = mp.mpf(0)
+    size = len(p_exponents)
+    for n in range(size):
         eps = e_p[n] - e_s[0]
-        S += amplitude**2*eps
-        T += amplitude**2*eps*mp.log(eps)
-    return np.array([float(density), float(S), float(T)])
+        term = sum(v_p[i, n]*force[i] for i in range(size))**2/eps
+        S += term
+        T += term*mp.log(eps)
+        S_gradient += sum(v_p[i, n]*gradient[i] for i in range(size))**2*eps
+    return np.array([float(x) for x in (density, S, T, S_gradient, e_p[0])])
 
 
@@ -155,6 +170,7 @@
 plus = radiative_sums(mp.mpf(step))
 minus = radiative_sums(mp.mpf(-step))
-c_diag, S_prime, T_prime = (plus - minus) / (2*step)
+c_diag, S_prime, T_prime = ((plus - minus) / (2*step))[:3]
 assert abs(zero[0] - 1) < 1e-8
+assert abs(zero[4] + 1/8) < 1e-4
 assert abs(c_diag - c_closed) < 3e-4
 # Tolerance: the largest exponent truncates the slowly falling p continuum.
@@ -223,6 +239,7 @@
 print(f"penetration contribution to c        {c_penetration:.5f} (no unit)")
 print(f"c from variational charge Z-5/16     {-15/16:.5f} (no unit)")
-print(f"S, hydrogen, finite basis            {zero[1]:.5f} (scaled)")
-print(f"S'/2, finite basis                   {S_prime/2:.5f} (scaled)")
+print(f"S, hydrogen, force form              {zero[1]:.5f} (scaled)")
+print(f"S, hydrogen, gradient form (leaky)   {zero[3]:.5f} (scaled)")
+print(f"S'/2, force form                     {S_prime/2:.5f} (scaled)")
 print(f"c - 1/8, closed form                 {c_closed-1/8:.5f} (scaled)")
 print(f"mean ln eps, hydrogen, basis         {mean_log_basis:.4f} (no unit)")
```

The mended program passes:

```
c, closed form                       -0.667640 (no unit)
c, Green-function quadrature         -0.667640 (no unit)
c, screened one-electron diagonal.   -0.66780 (no unit)
c, correlated two-electron basis     -0.66813 (no unit)
number of two-electron functions     70
1/r tail contribution to c           -3.00000 (no unit)
penetration contribution to c        2.33236 (no unit)
c from variational charge Z-5/16     -0.93750 (no unit)
S, hydrogen, force form              1.99999 (scaled)
S, hydrogen, gradient form (leaky)   2.28216 (scaled)
S'/2, force form                     -0.79263 (scaled)
c - 1/8, closed form                 -0.79264 (scaled)
mean ln eps, hydrogen, basis         2.2910 (no unit)
mean ln eps, oscillator strengths    2.2910 (no unit)
T'/2, finite basis                   -1.6314 (scaled)
beta = T'/S'                         2.058 (no unit)
density-only log coefficient         -0.5667 (no unit)
whole log coefficient                -0.6728 (no unit)
density share of whole coefficient   0.842
alpha                                0.007297353 (no unit)
electron rest energy                 5.109990e+08 meV
example nuclear charge Z             8
Z alpha                              0.058379 (no unit)
ln (Z alpha)^-2                      5.6816 (no unit)
alpha^2 (Z alpha)^3 m c^2            5.4140 meV
unscreened leading log, 2 electrons  208.88 meV
relative density change c/Z          -0.0835 (no unit)
density screening estimate           -17.43 meV
density screening estimate           -0.01743 eV
contact addition                     -3.26 meV
whole leading-log screening          -20.70 meV
with beta and cutoff m c^2           -13.20 meV
change if cutoff is doubled          -2.52 meV
Z | log | density est. meV | whole log meV | with beta meV | last ratio
 4 | 7.068 | -2.711 | -3.218 | -2.281 | 0.709
 8 | 5.682 | -17.432 | -20.696 | -13.199 | 0.638
16 | 4.295 | -105.429 | -125.169 | -65.190 | 0.521
all assertions hold
```
